# Activation volume of domain-wall motion from the field dependence of velocity

A 180-degree domain wall moves at 1 mm/s in a field of 0.45 MV/cm and at 10 mm/s in 0.55 MV/cm. The field has risen by 22% and the velocity by a factor of ten. These are chosen round readings, combined with a rough typical polarization of lead titanate, $P_s=75\ \mu\mathrm{C/cm^2}$, at $T=300$ K. What do they say about the size of the event that lets the wall advance?

## The estimate on one line of reasoning

Let the field $E$ point along the polarization of the growing domain. Reversing a small volume $V$ from $-P_s$ to $+P_s$ changes its dipole moment by $2P_sV$, and so changes its energy by $-2P_sEV$. If $V$ is the volume already reversed at the top of the energy barrier, the field lowers the barrier by this amount:

$$
v\propto \exp\left(-\frac{U_0-2P_sEV}{kT}\right),\qquad
\frac{d\ln v}{dE}=\frac{2P_sV}{kT}.
$$

Solving for the volume gives

$$
V=\frac{kT}{2P_s}\frac{d\ln v}{dE}. \tag{1}
$$

The readings give a slope of $\ln 10/(0.55-0.45)=23.03$ cm/MV, which is $2.303\times10^{-7}$ m/V. With $kT=4.142\times10^{-21}$ J and $2P_s=1.5\ \mathrm{C/m^2}$,

$$
V=\frac{4.142\times10^{-21}}{1.5}\times2.303\times10^{-7}\ \mathrm{m^3}
=6.4\times10^{-28}\ \mathrm{m^3}=0.64\ \mathrm{nm^3}.
$$

This is about ten unit cells of 0.063 nm³. The logarithm in (1) is natural. A slope read in decades must first be multiplied by 2.303; without that factor the result would be 0.28 nm³.

The argument assumed a fixed volume, a constant prefactor, no backward jumps and a single limiting event. Each assumption can be examined separately.

## What the slope measures when the nucleus changes with field

Let $q$ stand for all internal coordinates: the local polarization, the strain and the shape of the wall. In a uniform applied field the free energy is

$$
G(q,E)=F(q)-E\,p(q),
$$

where $p$ is the dipole moment along the field. Elastic and depolarization energies belong to $F$. The wall starts in a minimum $q_0(E)$ and passes a saddle $q_s(E)$, so the barrier is $U(E)=G(q_s,E)-G(q_0,E)$. Its derivative is

$$
\frac{dU}{dE}=\left.\frac{\partial G}{\partial q}\right|_{q_s}\frac{dq_s}{dE}
-\left.\frac{\partial G}{\partial q}\right|_{q_0}\frac{dq_0}{dE}
-\left[p(q_s)-p(q_0)\right].
$$

The first two terms vanish because both points are stationary. Define the activation volume as

$$
V^*(E)=\frac{p(q_s)-p(q_0)}{2P_s},\qquad\text{so that}\qquad -\frac{dU}{dE}=2P_sV^*(E). \tag{2}
$$

The nucleus may grow or shrink with field, and (2) still gives its volume at the field where the slope is taken. For a sharp nucleus, $V^*$ is the reversed volume. The linear dielectric response $\chi E$ is the same in both domains and drops out of the difference $(P_s+\chi E)-(-P_s+\chi E)=2P_s$. For a diffuse nucleus, $V^*$ is an effective volume defined by the dipole moment.

Now write $v=v_0(E)\exp[-U(E)/kT]$ and call the right side of (1) the apparent volume $V_{\rm app}$. Taking the logarithm, differentiating and using (2),

$$
V_{\rm app}=V^*+\frac{kT}{2P_s}\frac{d\ln v_0}{dE}. \tag{3}
$$

If $v_0\propto E$, the last term is $kT/(2P_sE)$. At 0.50 MV/cm it would make up 8.7% of the 0.64 nm³.

## Backward jumps

Let a completed jump reverse a volume $V_h$ that does not depend on the field. It is larger than $V^*$ because the wall continues beyond the saddle. The jump lowers the energy by $2P_sEV_h$. Detailed balance then fixes the ratio of backward to forward rates as $e^{-w}$, with $w=2P_sEV_h/kT$. The net velocity is the forward velocity times $1-e^{-w}$. Since

$$
\frac{d}{dE}\ln(1-e^{-w})=\frac{e^{-w}}{1-e^{-w}}\frac{dw}{dE}
=\frac{1}{e^w-1}\,\frac{2P_sV_h}{kT},
$$

equation (3) gains the term

$$
\Delta V_{\rm back}=\frac{V_h}{e^w-1}. \tag{4}
$$

This term decreases as $V_h$ grows, and $V_h>V^*$. For single-event motion with a constant prefactor, $V^*$ is very nearly $V$ in the example, so setting $V_h=V$ gives an upper bound to good accuracy. In the example the bound is 0.001% of $V$. At low field, $e^w-1\approx w$ and (4) tends to $kT/(2P_sE)$, which diverges as $E\to0$. If the barrier stays finite in this limit, the velocity is then proportional to the field, and its logarithmic slope no longer measures a nucleus.

A wall segment in a periodic potential shows both regimes. Let $s$ be its position in units of the period, and take a barrier of $30\,kT$ at zero field and $V_h=1.6$ nm³:

$$
\frac{G(s)}{kT}=15\,(1-\cos 2\pi s)-ws .
$$

The stationary points obey $\sin2\pi s=f$, with $f=w/(30\pi)$. The minimum lies at $s=\arcsin f/(2\pi)$ and the saddle at $s=1/2-\arcsin f/(2\pi)$. The swept volume is therefore

$$
V^*=V_h\left(\frac12-\frac{\arcsin f}{\pi}\right).
$$

The drift velocity of this segment was computed from the stationary diffusion problem, with the same $T$ and $P_s$. At 0.50 MV/cm its slope gives 0.635 nm³, against a swept volume of 0.641 nm³. At 0.02 MV/cm the slope gives 1.53 nm³, although the swept volume is 0.79 nm³. Here $w=1.16$, and (4) supplies the missing 0.73 nm³. With (4) and the field dependence of the Kramers prefactor included, the slope was tested to agree with the prediction within 0.3% at both fields.

## A disc nucleus and the Merz law

Suppose the wall advances by forming a disc of radius $r$ and thickness $c$ on its flat face. The disc moves part of the face forward without changing its area, so the added surface is the rim, of area $2\pi rc$. Take a rim energy $\sigma$ per area that is isotropic and independent of field, and neglect any separate long-range depolarization energy:

$$
U(r)=2\pi rc\sigma-2P_sE\,\pi r^2c .
$$

At the maximum, $2\pi c\sigma-4\pi P_sE\,rc=0$, so $r^*=\sigma/(2P_sE)$. Substitution gives

$$
U^*=\frac{2\pi c\sigma^2}{2P_sE}-\frac{\pi c\sigma^2}{2P_sE}
=\frac{\pi c\sigma^2}{2P_sE},\qquad
V^*=\pi r^{*2}c=\frac{\pi c\sigma^2}{(2P_sE)^2}. \tag{5}
$$

Hence $U^*=2P_sEV^*$. As $U^*$ is proportional to $1/E$, single-event motion with a constant prefactor follows the Merz law:

$$
v=v_\infty e^{-E_a/E},\qquad E_a=\frac{\pi c\sigma^2}{2P_s\,kT},\qquad
V^*=\frac{kT\,E_a}{2P_sE^2}. \tag{6}
$$

The activation volume falls as $1/E^2$, and is a property of the nucleus at one field. As a test of (2), the disc barrier was maximized numerically for $\sigma=100$ mJ/m², $c=0.39$ nm and $E=0.50$ MV/cm. Its field derivative and the saddle radius both gave 2.178 nm³.

Two readings determine both constants in (6). Dividing the velocities gives

$$
E_a=\frac{\ln(v_2/v_1)}{1/E_1-1/E_2}=5.7\ \mathrm{MV/cm},
$$

and $v_\infty=v_1e^{E_a/E_1}$ is about 316 m/s, an extrapolation far outside the readings. The chord between the readings has slope $E_a(1/E_1-1/E_2)/(E_2-E_1)=E_a/(E_1E_2)$, while the local slope at the middle field $E_m$ is $E_a/E_m^2$. Their ratio is $E_m^2/(E_1E_2)=1.01$, so curvature changes the estimate by 1%.

The barrier is less well determined by a straight line. At $E_m$ the Merz barrier is $E_a/E_m=11.4$ in units of $kT$. Extending its tangent to zero field adds $E_m\times E_a/E_m^2$, another 11.4, and suggests a finite barrier of about $23\,kT$. In the disc model the barrier diverges there. The slope gives a volume near the measured field, but does not by itself give the zero-field barrier.

## One nucleus or many

On a large wall, new nuclei form while earlier ones are still spreading. Let $J$ be the nucleation rate per area and $u$ the lateral speed, both constant in time. A given point is still uncovered at time $t$ if no nucleus was born at any earlier $t'$ within a distance $u(t-t')$. The expected number of such nuclei is

$$
\int_0^t J\pi u^2(t-t')^2\,dt'=\frac{\pi}{3}Ju^2t^3 .
$$

For random, independent nucleation the uncovered fraction is $\exp(-\pi Ju^2t^3/3)$, so the covering time scales as $(Ju^2)^{-1/3}$. The same scale governs growth over many layers if all layers have the same $J$ and $u$ and the initial nucleus size is negligible, because no other time can be formed from these two quantities. With layer thickness $c$,

$$
v\propto c\,(Ju^2)^{1/3},\qquad
\ln v=\text{const}+\tfrac13\ln J+\tfrac23\ln u .
$$

Applying (1) to each logarithm gives

$$
V_{\rm app}=\tfrac13V_{\rm nucleus}+\tfrac23V_{\rm lateral}. \tag{7}
$$

If spreading is not activated and $u$ varies slowly with field, the nucleus is three times larger than the apparent volume. If the wall segment has a side $L$ much smaller than $(u/J)^{1/3}$, one nucleus covers it before the next appears. Then $v=cJL^2$, and (1) returns the full nucleus volume.

Random nucleation with circular spreading was simulated for $L=12$ and $L=0.1$ in units of $(u/J)^{1/3}$. When $J$ was raised eightfold at fixed $u$ and $L$, the inverse covering time grew as $J^{0.328}$ on the large layer and $J^{0.997}$ on the small one, close to the limits $1/3$ and $1$. The third digits are sampling noise (about 0.01 on the small layer); integrating the uncovered fraction directly gives 0.333 and 0.999 for these two layers.

For the example, the two readings of the same slope are as follows. The second row takes a lateral speed that does not vary with field. The radius assumes a disc 0.39 nm thick, and the edge energy follows from $\sigma=2P_sEr^*$ at 0.50 MV/cm.

| Control | Nucleus volume | Disc radius | Edge energy |
|---|---:|---:|---:|
| Single event | 0.64 nm³ | 0.72 nm | 54 mJ/m² |
| Many nuclei | 1.9 nm³ | 1.25 nm | 94 mJ/m² |

The slope alone cannot choose between the rows. The dependence of velocity on segment size could: at fixed field, $v\propto L^2$ in the first case, when one nucleus covers the segment, and $v$ is independent of $L$ in the second. Both discs are only a few cells across, so a sharp rim is a crude picture and the radii are guides to size. The edge energies are fit values of the disc model, not measured properties of lead titanate. With a relative permittivity of 100, the neglected depolarization energy of such sharp discs would be roughly two to three times the model barrier. At 0.50 MV/cm it would also rise with radius faster than the field energy falls, so neither sharp disc could be a saddle. This conclusion depends on the rough, isotropic permittivity and on unscreened rim charge. It lapses above a relative permittivity of about 160 for the larger disc and about 230 for the smaller one. Where it holds, the nucleus must be more diffuse or differently shaped. The volume defined by (2) does not depend on this picture.

## Pinning and the real material

Pinning centres make the events unequal. Suppose the wall crosses sites $i$ one after another, with mean waiting times $t_i=\tau_i e^{U_i/kT}$, constant $\tau_i$ and no backward jumps. The velocity is proportional to $1/\sum_i t_i$. Since $dt_i/dE=-(2P_sV_i^*/kT)\,t_i$,

$$
V_{\rm app}=-\frac{kT}{2P_s}\frac{\sum_i dt_i/dE}{\sum_i t_i}
=\frac{\sum_i t_iV_i^*}{\sum_i t_i}.
$$

The slope gives an average weighted by waiting time, so the slowest sites count most.

For lead titanate, the polarization used here is a rough typical value, and the velocities are illustrative. At fixed slope, $P_s=60$ or $90\ \mu\mathrm{C/cm^2}$ would give 0.79 or 0.53 nm³. The estimate also assumes that the wall feels the nominal field. If an electrode layer takes 10% of the field at both readings, the true volume is 11% larger. An independent 20% error in each velocity gives, to first order, a 12% error in $V$. Heating by 1 K between the readings, with the Merz barrier energy unchanged and the two temperatures evenly spaced about 300 K, shifts $V$ by about 1.7%. For a 90-degree wall with the field along the new polarization, the polarization change along $E$ is about $P_s$ instead of $2P_s$, and the same slope means about twice the volume. The factor is not exact, because the two domains differ in their linear response along the field.

Other effects are smaller for these numbers. In a quartic double-well model with a rough relative permittivity of 100, nonlinear response reduces the polarization step by 0.5%. For weak damping, the crossover to tunnelling lies at $T=\hbar f/k$, where $f$ is the frequency (in hertz) that belongs to the curvature at the barrier top. Taking $f$ equal to a rough attempt frequency of 3 THz gives about 23 K, far below 300 K. The upper field is 0.55 of a rough film breakdown field of 1 MV/cm; a film with a lower breakdown field may not allow the measurement.

The estimate is therefore 0.6 nm³ for the apparent activation volume, uncertain by some tens of per cent from the inputs. The nucleus volume inferred from it is less certain: it is three times larger if many nuclei control the motion and their lateral speed does not vary with field. The numerical output below gives the individual values.

## Numbers as computed

```
INPUTS (rough material values, chosen velocities)
Temperature: 300 K
Polarization Ps: 75 uC/cm2
Lower field: 0.45 MV/cm
Upper field: 0.55 MV/cm
Velocity at lower field: 1 mm/s
Velocity at upper field: 10 mm/s
Unit-cell volume: 0.06312 nm3
Disc thickness: 0.39 nm
ESTIMATE
Thermal energy kT: 4.142e-21 J
ln(v2/v1): 2.303
Slope d ln v/dE: 23.03 cm/MV
Activation volume V: 0.6358 nm3
Activation volume V: 6.358e-28 m3
V in unit cells: 10.07
V if log10 is misused: 0.2761 nm3
Nucleus volume, single event: 0.6358 nm3
Disc radius, single event: 0.7204 nm
Edge energy, single event: 54.03 mJ/m2
Nucleus volume, many nuclei: 1.907 nm3
Disc radius, many nuclei: 1.248 nm
Edge energy, many nuclei: 93.58 mJ/m2
Merz activation field: 5.699 MV/cm
Merz limiting velocity: 316.2 m/s
Merz local V at mid field: 0.6295 nm3
NEGLECTED EFFECTS
Back-jump share of V, upper bound: 0.001 %
Share of V from prefactor linear in E: 8.69 %
V error, 20% random error in each v: 12.3 %
V error, 1 K heating between readings: 1.65 %
V rise if 10% of field is lost: 11.1 %
V for Ps = 60 uC/cm2: 0.7948 nm3
V for Ps = 90 uC/cm2: 0.5298 nm3
Relative permittivity, rough: 100
Nonlinear change of polarization step: -0.53 %
Attempt frequency, rough: 3 THz
Tunnelling crossover: 23 K
Film breakdown field, rough: 1 MV/cm
Upper field / breakdown field: 0.55
TESTS
Periodic potential, 0.50 MV/cm: slope volume 0.6345, saddle volume 0.6409 nm3
Periodic potential, 0.02 MV/cm: slope volume 1.5253, saddle volume 0.7937 nm3
Disc, edge 100 mJ/m2: slope volume 2.1782, saddle volume 2.1782 nm3
Rate exponent, large layer: 0.328
Rate exponent, small layer: 0.997
```
